# Apparent Mobility of an Anisotropic Rubrene Channel: Long Bars and Short Channels, part 1

(Sections cited here and not found follow in the second part.)

## The two limiting laws

Take a thin conducting sheet in which holes move easily along one crystal axis, b, and less easily along the perpendicular axis, a. The mobilities are \(\mu_b=15\) and \(\mu_a=5\) cm²/Vs. Cut a channel from the sheet so that the line from source to drain lies at 45° to both axes, and ask what mobility the device shows.

Suppose first that the current is forced to run straight from source to drain. Its density \(J\) has a component \(J/\sqrt2\) along each axis. If \(Q\) is the mobile charge per unit area, driving these components takes a field \(J/(\sqrt2\,Q\mu_b)\) along b and a field \(J/(\sqrt2\,Q\mu_a)\) along a. Each of these contributes \(1/\sqrt2\) of itself to the field along the channel, which is therefore

\[
E=\frac{J}{Q}\,\frac12\left(\frac1{\mu_b}+\frac1{\mu_a}\right).
\]

The inverse mobilities are averaged, and the result is \(2/(1/15+1/5)=7.5\) cm²/Vs.

Suppose instead that the field is forced to point straight from source to drain. Now the field has a component \(E/\sqrt2\) along each axis, the currents along the axes are \(Q\mu_bE/\sqrt2\) and \(Q\mu_aE/\sqrt2\), and the current along the channel is

\[
J=QE\,\frac12\left(\mu_b+\mu_a\right).
\]

The mobilities themselves are averaged, and the result is 10 cm²/Vs. The crystal and the angle are the same in both cases. What differs is whether the current or the field has its direction prescribed. The shape of the channel decides this: insulating side edges dictate the direction of the current in a long narrow bar, and metal contacts dictate the direction of the field in a short wide channel.

For a general angle, let \(x\) run from source to drain and \(y\) across the channel. The length is \(L\), the width is \(W\), and \(x\) makes the angle \(\theta\) with b:

\[
\hat x=\cos\theta\,\hat b+\sin\theta\,\hat a,\qquad
\hat y=-\sin\theta\,\hat b+\cos\theta\,\hat a .
\]

Rubrene is taken in its orthorhombic form with the channel in the a–b surface. Its symmetry makes a and b the principal axes of the mobility tensor. The components in the channel frame are \(\mu_{ij}=\mu_b(\hat i\cdot\hat b)(\hat j\cdot\hat b)+\mu_a(\hat i\cdot\hat a)(\hat j\cdot\hat a)\), so

\[
\begin{aligned}
\mu_{xx}&=\mu_b\cos^2\theta+\mu_a\sin^2\theta,\\
\mu_{yy}&=\mu_b\sin^2\theta+\mu_a\cos^2\theta,\\
\mu_{xy}&=-(\mu_b-\mu_a)\sin\theta\cos\theta .
\end{aligned}
\]

A rotation does not change a determinant, so \(\mu_{xx}\mu_{yy}-\mu_{xy}^2=\mu_a\mu_b\). This product will be written \(m^2\), where \(m=\sqrt{\mu_a\mu_b}\) is the geometric mean. The inverse tensor \(\rho=\mu^{-1}\) then has the components

\[
\rho_{xx}=\frac{\mu_{yy}}{m^2}=\frac{\cos^2\theta}{\mu_b}+\frac{\sin^2\theta}{\mu_a},\qquad
\rho_{yy}=\frac{\mu_{xx}}{m^2},\qquad
\rho_{xy}=-\frac{\mu_{xy}}{m^2}.
\]

In a transistor the charge is not uniform, because the local potential reduces the effect of the gate. Voltages will be given as magnitudes. In a hole channel the electric potential falls from source to drain; let \(V\) be the amount by which it has fallen, so that \(V=0\) at the source, \(V=V_D\) at the drain, and the electric field is \(+\nabla V\). With gate capacitance \(C\) per unit area and gate overdrive \(V_{ov}\) (gate voltage beyond threshold), the gradual-channel approximation gives the mobile charge \(C(V_{ov}-V)\) per unit area. It requires the potential to vary along the channel over distances much larger than the dielectric thickness. The sheet current density is

\[
\mathbf J=C\,(V_{ov}-V)\,\mu\nabla V .
\]

The nonlinearity disappears if we define \(u=V_{ov}V-V^2/2\), since \(\nabla u=(V_{ov}-V)\nabla V\). When \(C\) and \(\mu\) are uniform and \(\mu\) does not depend on field or density, current conservation becomes linear:

\[
\mathbf J=C\mu\nabla u,\qquad \nabla\cdot(\mu\nabla u)=0 .
\]

The contacts are taken to be equipotentials covering the full width, so \(u=0\) at the source and \(u=U_D=V_{ov}V_D-V_D^2/2\) at the drain. Write \(u=U_Df\). The function \(f\) then obeys

\[
\nabla\cdot(\mu\nabla f)=0,\qquad f(0,y)=0,\quad f(L,y)=1,\qquad
(\mu\nabla f)_y=0\ \text{at}\ y=0,W .
\]

The last condition says that no current crosses the side edges. No voltage appears in this problem. The apparent mobility is what results from analysing the measured current with the isotropic transistor formula,

\[
I=C\,\mu_{app}\,\frac WL\left(V_{ov}V_D-\frac{V_D^2}{2}\right).
\]

Comparing this with \(I=CU_D\int_0^W(\mu\nabla f)_x\,dy\) gives

\[
\mu_{app}=\frac LW\int_0^W(\mu\nabla f)_x\,dy .
\]

Within the model, \(\mu_{app}\) is therefore independent of bias up to pinch-off, \(V_D=V_{ov}\), beyond which the map from \(V\) to \(u\) can no longer be used. A numerical solution of the original nonlinear equation for a square channel at 45°, with \(V_{ov}=20\) V and \(V_D=12\) V, gives 8.66 cm²/Vs, the same as the linear problem to the digits quoted.

In a short wide channel, try \(f=x/L\). It satisfies the differential equation and both contact conditions. Its field points along \(x\), and the current density along \(x\) is proportional to \(\mu_{xx}/L\), so

\[
\mu_{app}\to\mu_{xx}=\mu_b\cos^2\theta+\mu_a\sin^2\theta\qquad(L/W\to0).
\]

There is also a transverse current, with \(J_y/J_x=\mu_{xy}/\mu_{xx}\). For \(0<\theta<90^\circ\) this ratio is negative, which means that the current leans toward b, the fast axis. Near the side edges this transverse current must stop, so \(x/L\) fails there. To see how far the disturbance reaches, look for solutions \(e^{sy}g(x)\) that vanish on both contacts. The equation for \(g\) is

\[
\mu_{xx}g''+2s\mu_{xy}g'+s^2\mu_{yy}g=0 .
\]

Inserting \(g=e^{rx}\) gives a quadratic for \(r\), whose discriminant contains \(\mu_{xy}^2-\mu_{xx}\mu_{yy}=-m^2\). Hence \(r=s(-\mu_{xy}\pm im)/\mu_{xx}\), and the combination that vanishes at \(x=0\) is

\[
g=e^{-s\mu_{xy}x/\mu_{xx}}\sin\frac{smx}{\mu_{xx}} .
\]

It also vanishes at \(x=L\) if \(|s|=n\pi\mu_{xx}/(mL)\) with \(n=1,2,\dots\). The slowest disturbance thus decays over the distance \(mL/(\pi\mu_{xx})\), a fixed multiple of \(L\). The affected part of the width is a fraction of order \(L/W\), which vanishes in the limit.

In a long narrow bar it is the edges that dominate. Away from the contacts the current runs parallel to the edges, so \(J_y=0\), or \(\mu_{xy}f_x+\mu_{yy}f_y=0\), where subscripts on \(f\) denote derivatives. A transverse field therefore builds up, with

\[
\frac{E_y}{E_x}=-\frac{\mu_{xy}}{\mu_{yy}}=\frac{(\mu_b-\mu_a)\sin\theta\cos\theta}{\mu_{yy}} .
\]

It is positive for \(0<\theta<90^\circ\): the field leans toward the slow axis a, which needs the stronger push. At 45° the ratio is \(5/10=0.5\). The two-dimensional solution gives 0.5000 at the centre of a bar with \(L/W=10\), and zero to four decimals at the centre of a channel with \(L/W=0.1\). Substituting \(f_y=-\mu_{xy}f_x/\mu_{yy}\) into the longitudinal current gives

\[
\mu_{xx}f_x+\mu_{xy}f_y=\left(\mu_{xx}-\frac{\mu_{xy}^2}{\mu_{yy}}\right)f_x
=\frac{m^2}{\mu_{yy}}f_x=\frac{f_x}{\rho_{xx}} .
\]

The total change of \(f\) along the bar is 1, so \(f_x\to1/L\) once the end regions are a negligible part of the length. Therefore

\[
\frac1{\mu_{app}}\to\rho_{xx}=\frac{\cos^2\theta}{\mu_b}+\frac{\sin^2\theta}{\mu_a}\qquad(L/W\to\infty).
\]

The end regions are limited in the same way. Solutions \(e^{sx}g(y)\) now have to satisfy \(\mu_{xy}sg+\mu_{yy}g'=0\) at both edges. The choice \(g=e^{-s\mu_{xy}y/\mu_{yy}}\cos(smy/\mu_{yy})\) solves the differential equation, and for it

\[
\mu_{xy}sg+\mu_{yy}g'=-ms\,e^{-s\mu_{xy}y/\mu_{yy}}\sin\frac{smy}{\mu_{yy}} .
\]

This vanishes at \(y=0\) and \(y=W\) if \(|s|=n\pi\mu_{yy}/(mW)\). The end regions extend over a fixed multiple of \(W\).

Both laws are averages with weights \(\cos^2\theta\) and \(\sin^2\theta\), which become equal weights at 45°. A rectangular channel of any other proportions gives a value between them, or equal to them where they coincide. To show this, multiply the equation for \(f\) by \(f\) and integrate by parts. Only the drain contributes on the boundary, because \(f=0\) at the source and no current crosses the edges:

\[
\int\nabla f\cdot\mu\nabla f\,dA=\int_0^W(\mu\nabla f)_x\Big|_{x=L}dy=\frac WL\,\mu_{app}\equiv G .
\]

Let \(g=f+h\) be any trial function with the correct contact values, so that \(h=0\) on the contacts. The cross term \(2\int\nabla h\cdot\mu\nabla f\,dA\) vanishes after integration by parts, since \(h=0\) on the contacts and \((\mu\nabla f)_y=0\) on the edges. What remains, \(\int\nabla h\cdot\mu\nabla h\,dA\), is not negative. Every trial function thus gives an integral at least as large as \(G\). The choice \(g=x/L\) gives \(\mu_{xx}W/L\), hence \(\mu_{app}\le\mu_{xx}\).

The other bound comes from trial currents. The true current scaled to unit total, \(\mathbf j_0=\mu\nabla f/G\), has \(\int\mathbf j_0\cdot\rho\,\mathbf j_0\,dA=G/G^2=1/G\). Let \(\mathbf j=\mathbf j_0+\mathbf k\) be any other divergence-free unit current that does not cross the edges. The cross term is \((2/G)\int\mathbf k\cdot\nabla f\,dA\), which equals \(2/G\) times the net flow of \(\mathbf k\) through the drain. That flow is zero because both currents carry the same total. So each trial current gives at least \(1/G\). The uniform current \(\hat x/W\) gives \(\rho_{xx}L/W\), hence \(1/\mu_{app}\le\rho_{xx}\). Together,

\[
\frac1{\rho_{xx}}\le\mu_{app}\le\mu_{xx},\qquad
\mu_{xx}-\frac1{\rho_{xx}}=\frac{\mu_{xy}^2}{\mu_{yy}} .
\]

The interval closes when \(\mu_{xy}=0\), that is, when the channel lies along a principal axis or the sheet is isotropic. The ratio of the limits is

\[
\mu_{xx}\rho_{xx}=\frac{\mu_{xx}\mu_{yy}}{m^2}=1+\frac{(\mu_b-\mu_a)^2\sin^22\theta}{4\mu_a\mu_b}.
\]

It is largest at 45°, where it equals \((\mu_a+\mu_b)^2/(4\mu_a\mu_b)=400/300=1.33\). The difference of the limits peaks elsewhere. Written as \(\mu_a+\mu_b-\mu_{yy}-m^2/\mu_{yy}\), it has its maximum at \(\mu_{yy}=m\), with the value \(\mu_a+\mu_b-2m=(\sqrt{\mu_b}-\sqrt{\mu_a})^2\). Dividing \(\mu_b\sin^2\theta+\mu_a\cos^2\theta=m\) by \(\cos^2\theta\) and solving gives

\[
\tan^2\theta=\frac{m-\mu_a}{\mu_b-m}=\sqrt{\frac{\mu_a}{\mu_b}} .
\]

For the example this means 2.68 cm²/Vs at 37.2°.

Using the wrong law can cost far more than these differences suggest. Suppose \(\mu_b=15\) is known and a long bar at 45° gives 7.5 cm²/Vs. The short-channel law would then yield \(\mu_a=2\times7.5-15=0\), instead of 5. In the opposite case, a short channel gives 10 cm²/Vs, and the long-bar law would yield \(1/\mu_a=2/10-1/15=2/15\), or \(\mu_a=7.5\) cm²/Vs.

The apparent mobility follows one law in short wide channels and another in long narrow bars, and every rectangular channel with ideal contacts and insulating side edges gives a value between the two or equal to them where they coincide. It remains to find how long or how short a channel must be for either law to hold.
